# The Delta Gauge of a Small Volume Discrepancy in Silicon: test program

```python
"""
Result under test: two harmonic energy-volume curves with equal bulk modulus B
and equilibrium volumes V(1-s/2), V(1+s/2) have the Delta gauge
    Delta = B V s w / sqrt(3)      (leading order)
Delta: root-mean-square energy difference over volumes V(1-w) to V(1+w),
       each curve measured from its own minimum
s: fractional volume discrepancy      w: half-width of the volume range
b: fractional bulk-modulus discrepancy
B': pressure derivative of the bulk modulus
Volumes are in cubic angstrom per atom, energies in eV per atom.
The silicon inputs are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

GPA_A3_TO_EV = const.giga * const.angstrom**3 / const.e
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def harmonic(volume, v_eq, bulk):
    return bulk * (volume - v_eq)**2 / (2 * v_eq)


def birch_murnaghan(volume, v_eq, bulk, b_prime):
    strain = (v_eq / volume)**(2 / 3) - 1
    return 9 * v_eq * bulk / 16 * (
        strain**3 * b_prime + strain**2 * (2 - 4 * strain))


def delta_gauge(curve_1, curve_2, v_mean, half_width):
    """Root-mean-square difference, by quadrature from the definition."""
    volume = v_mean * (1 + half_width * NODES)
    difference = curve_1(volume) - curve_2(volume)
    return np.sqrt(np.sum(WEIGHTS * difference**2) / 2)


def harmonic_delta(v_mean, bulk, s, b, half_width):
    return delta_gauge(
        lambda v: harmonic(v, v_mean * (1 - s / 2), bulk * (1 - b / 2)),
        lambda v: harmonic(v, v_mean * (1 + s / 2), bulk * (1 + b / 2)),
        v_mean, half_width)


# Rough silicon inputs and chosen discrepancies
bulk_gpa, v0, b_prime = 90.0, 20.0, 4.0
s, w, b = 1e-3, 0.06, 0.01
bulk = bulk_gpa * GPA_A3_TO_EV
bv = bulk * v0

# Volume discrepancy alone
delta_numeric = harmonic_delta(v0, bulk, s, 0.0, w)
delta_leading = bv * s * w / np.sqrt(3)
for s_test, w_test in [(1e-3, 0.06), (2e-3, 0.06), (1e-3, 0.10)]:
    numeric = harmonic_delta(v0, bulk, s_test, 0.0, w_test)
    formula = bv * s_test * np.sqrt(w_test**2 / 3 + w_test**4 / 20)
    assert abs(numeric / formula - 1) < 3e-6   # omitted terms are of order s^2
    assert abs(numeric / (bv * s_test * w_test / np.sqrt(3)) - 1) < 1e-3
assert abs(delta_numeric * 1e3 - 0.4) < 0.03

# Bulk-modulus discrepancy, combined and alone
delta_both = harmonic_delta(v0, bulk, s, b, w)
for b_test in (b, -b):
    numeric = harmonic_delta(v0, bulk, s, b_test, w)
    formula = bv * np.sqrt(s**2 * w**2 / 3 + (s - b_test)**2 * w**4 / 20)
    assert abs(numeric / formula - 1) < 2e-5   # omitted terms of order s*b
delta_b_only = harmonic_delta(v0, bulk, 0.0, b, w)
b_equivalent = s * np.sqrt(20 / 3) / w
assert abs(harmonic_delta(v0, bulk, 0.0, b_equivalent, w)
           / delta_leading - 1) < 1e-9

# Volume discrepancy that gives 1 meV per atom
s_for_1mev = 1e-3 * np.sqrt(3) / (bv * w)
assert abs(harmonic_delta(v0, bulk, s_for_1mev, 0.0, w) / 1e-3 - 1) < 1e-3


# Anharmonic curves with the same volume discrepancy
def bm_1(v):
    return birch_murnaghan(v, v0 * (1 - s / 2), bulk, b_prime)


def bm_2(v):
    return birch_murnaghan(v, v0 * (1 + s / 2), bulk, b_prime)


def local_bulk_modulus(v):
    h = 1e-3 * v0
    e = [birch_murnaghan(v + k * h, v0, bulk, b_prime) for k in (-1, 0, 1)]
    return v * (e[0] - 2 * e[1] + e[2]) / h**2


delta_bm = delta_gauge(bm_1, bm_2, v0, w)
for x in (-w, w):
    v_end = v0 * (1 + x)
    from_integral = s * quad(local_bulk_modulus, v0, v_end)[0]
    assert abs((bm_1(v_end) - bm_2(v_end)) / from_integral - 1) < 1e-4
assert local_bulk_modulus(v0 * (1 - w)) > bulk > local_bulk_modulus(v0 * (1 + w))
assert abs(delta_bm / delta_numeric - 1) < 0.03

# Discrepancy in B' alone
d_prime = 0.1
delta_prime = delta_gauge(
    lambda v: birch_murnaghan(v, v0, bulk, b_prime - d_prime / 2),
    lambda v: birch_murnaghan(v, v0, bulk, b_prime + d_prime / 2), v0, w)
prime_formula = bv * d_prime * w**3 / (6 * np.sqrt(7))
assert abs(delta_prime / prime_formula - 1) < 0.03  # omitted terms of order w^2

# Expansion by zero-point motion and by warming (rough inputs)
zero_point, gruneisen = 0.06, 1.0
linear_expansion, warming = 3e-6, 100.0
minimum = minimize_scalar(
    lambda u: harmonic(u * v0, v0, bulk) + zero_point * u**(-gruneisen),
    bounds=(0.95, 1.05), method="bounded", options={"xatol": 1e-9})
zero_point_expansion = minimum.x - 1
zero_point_formula = gruneisen * zero_point / bv
assert abs(zero_point_expansion / zero_point_formula - 1) < 0.03
thermal_expansion = 3 * linear_expansion * warming

# Diamond structure: eight atoms in the cubic cell
lattice = (8 * v0)**(1 / 3)
lattice_shift = (8 * v0 * (1 + s / 2))**(1 / 3) - (8 * v0 * (1 - s / 2))**(1 / 3)

print("INPUTS (silicon values are rough)")
print(f"bulk modulus B: {bulk_gpa:.0f} GPa")
print(f"volume V: {v0:.0f} A^3/atom")
print(f"B': {b_prime:.0f} (no unit)")
print(f"volume discrepancy s: {100*s:.1f} percent")
print(f"half-width of range w: {100*w:.0f} percent")
print("HARMONIC CURVES, EQUAL B")
print(f"conversion, 1 GPa A^3: {GPA_A3_TO_EV:.7f} eV")
print(f"product B V: {bv:.3f} eV/atom")
print(f"cubic lattice parameter: {lattice:.3f} A")
print(f"lattice-parameter discrepancy: {lattice_shift:.5f} A")
for x in (-w, 0.0, w):
    v = v0 * (1 + x)
    gap = harmonic(v, v0*(1-s/2), bulk) - harmonic(v, v0*(1+s/2), bulk)
    print(f"E1-E2 at {100*x:+.0f} percent: {1e3*gap:.4f} meV/atom")
print(f"Delta by quadrature: {1e3*delta_numeric:.4f} meV/atom")
print(f"Delta, leading formula: {1e3*delta_leading:.4f} meV/atom")
print(f"quadrature over formula minus 1: "
      f"{100*(delta_numeric/delta_leading-1):.3f} percent")
for trial in (80.0, 100.0):
    value = harmonic_delta(v0, trial * GPA_A3_TO_EV, s, 0.0, w)
    print(f"Delta if B = {trial:.0f} GPa: {1e3*value:.3f} meV/atom")
print(f"s that gives Delta = 1 meV/atom: {100*s_for_1mev:.3f} percent")
print("DISCREPANCY IN B")
print(f"b that alone gives the same Delta: {100*b_equivalent:.2f} percent")
print(f"Delta from b = {100*b:.0f} percent alone: {1e3*delta_b_only:.4f} meV/atom")
print(f"Delta from s and b together: {1e3*delta_both:.4f} meV/atom")
print("ANHARMONIC CURVES (BIRCH-MURNAGHAN)")
for x in (-w, w):
    v = v0 * (1 + x)
    print(f"local bulk modulus at {100*x:+.0f} percent: "
          f"{local_bulk_modulus(v)/GPA_A3_TO_EV:.1f} GPa")
    print(f"E1-E2 at {100*x:+.0f} percent: {1e3*(bm_1(v)-bm_2(v)):.4f} meV/atom")
print(f"Delta by quadrature: {1e3*delta_bm:.4f} meV/atom")
print(f"change from harmonic Delta: {100*(delta_bm/delta_numeric-1):.2f} percent")
print(f"Delta from B' discrepancy {d_prime:.1f} alone: {1e3*delta_prime:.4f} meV/atom")
print(f"same, leading formula: {1e3*prime_formula:.4f} meV/atom")
print("EFFECTS ABSENT FROM STATIC CURVES (rough inputs)")
print(f"zero-point energy: {1e3*zero_point:.0f} meV/atom")
print(f"Grueneisen number: {gruneisen:.0f} (no unit)")
print(f"zero-point volume expansion: {100*zero_point_expansion:.2f} percent")
print(f"same, leading formula: {100*zero_point_formula:.2f} percent")
print(f"linear expansion coefficient: {linear_expansion:.0e} 1/K")
print(f"volume expansion for {warming:.0f} K warming: {100*thermal_expansion:.2f} percent")
print("PASS")
```

Output:

```
INPUTS (silicon values are rough)
bulk modulus B: 90 GPa
volume V: 20 A^3/atom
B': 4 (no unit)
volume discrepancy s: 0.1 percent
half-width of range w: 6 percent
HARMONIC CURVES, EQUAL B
conversion, 1 GPa A^3: 0.0062415 eV
product B V: 11.235 eV/atom
cubic lattice parameter: 5.429 A
lattice-parameter discrepancy: 0.00181 A
E1-E2 at -6 percent: -0.6539 meV/atom
E1-E2 at +0 percent: 0.0000 meV/atom
E1-E2 at +6 percent: 0.6943 meV/atom
Delta by quadrature: 0.3893 meV/atom
Delta, leading formula: 0.3892 meV/atom
quadrature over formula minus 1: 0.027 percent
Delta if B = 80 GPa: 0.346 meV/atom
Delta if B = 100 GPa: 0.433 meV/atom
s that gives Delta = 1 meV/atom: 0.257 percent
DISCREPANCY IN B
b that alone gives the same Delta: 4.30 percent
Delta from b = 1 percent alone: 0.0904 meV/atom
Delta from s and b together: 0.3976 meV/atom
ANHARMONIC CURVES (BIRCH-MURNAGHAN)
local bulk modulus at -6 percent: 114.5 GPa
E1-E2 at -6 percent: -0.7620 meV/atom
local bulk modulus at +6 percent: 70.8 GPa
E1-E2 at +6 percent: 0.5993 meV/atom
Delta by quadrature: 0.3931 meV/atom
change from harmonic Delta: 0.99 percent
Delta from B' discrepancy 0.1 alone: 0.0156 meV/atom
same, leading formula: 0.0153 meV/atom
EFFECTS ABSENT FROM STATIC CURVES (rough inputs)
zero-point energy: 60 meV/atom
Grueneisen number: 1 (no unit)
zero-point volume expansion: 0.53 percent
same, leading formula: 0.53 percent
linear expansion coefficient: 3e-06 1/K
volume expansion for 100 K warming: 0.09 percent
PASS
```
